# The high-kappa lower critical field and the vortex-core constant: test program

```python
"""
Result under test: the lower critical field of a high-kappa superconductor,
    B_c1 = Phi0/(4 pi lambda^2) * (ln kappa + C),  C = ln 2 - gamma + c_core,
with c_core a pure number from the vortex core.
Symbols: lambda = penetration depth, xi = coherence length, kappa = lambda/xi,
f = order parameter / bulk value, r = radius / xi, a = vector potential in
units Phi0/(2 pi xi), P = 1 - r a, b = -P'/r = flux density in Phi0/(2 pi xi^2).
Line energies are in eps0 = Phi0^2/(4 pi mu0 lambda^2).
"""
import numpy as np
from scipy import constants as const, sparse
from scipy.integrate import solve_bvp, simpson, quad
from scipy.optimize import brentq
from scipy.sparse.linalg import spsolve
from scipy.special import k0, k1, zeta

R_IN = 1e-3      # innermost radius of the grids, units of xi
R_OUT = 60.0     # outer radius of the core problem, units of xi


def solve_core():
    """Vortex profile without vector potential, in the variable t = ln r."""
    t = np.linspace(np.log(R_IN), np.log(R_OUT), 1200)
    r = np.exp(t)
    guess = np.vstack((r / np.sqrt(r**2 + 2), 2 * r / (r**2 + 2)**1.5))
    f_end = 1 - 1 / (2 * R_OUT**2) - 9 / (8 * R_OUT**4)

    def rhs(t, y):
        return np.vstack((y[1], y[0] - np.exp(2 * t) * y[0] * (1 - y[0]**2)))

    def ends(ya, yb):
        return np.array([ya[1] - ya[0], yb[0] - f_end])

    result = solve_bvp(rhs, ends, t, guess, tol=1e-8, max_nodes=50000)
    assert result.success, result.message
    return result.sol


def core_parts(profile, radius):
    """Condensation, bending and current energy inside the given radius."""
    t = np.linspace(np.log(R_IN), np.log(radius), 20001)
    f, f_t = profile(t)
    r = np.exp(t)
    condensation = simpson(0.5 * r**2 * (1 - f**2)**2, x=t) + R_IN**2 / 4
    bending = simpson(f_t**2, x=t) + f[0]**2 / 2
    current = simpson(f**2, x=t) + f[0]**2 / 2
    return np.array([condensation, bending, current])


def minimise_energy(kappa, cells):
    """Minimise the discretized two-field energy; return total and field part."""
    t = np.linspace(np.log(R_IN), np.log(max(12 * kappa, 20.0)), cells + 1)
    h = t[1] - t[0]
    r = np.exp(t)
    r_mid = np.exp(t[:-1] + h / 2)
    w = np.full(cells + 1, h)
    w[0] = w[-1] = h / 2
    diff = sparse.diags([-np.ones(cells), np.ones(cells)], [0, 1],
                        shape=(cells, cells + 1))
    stiff_f = (diff.T @ diff) * (2 / h)
    stiff_p = diff.T @ sparse.diags(2 * kappa**2 / (h * r_mid**2)) @ diff
    inner = np.zeros(cells + 1)
    inner[0] = 2.0                      # energy f^2 of the disc r < R_IN
    f = r / np.sqrt(r**2 + 2)
    p = (r / kappa) * k1(r / kappa)
    f[-1], p[0], p[-1] = 1.0, 1.0, 0.0
    free = np.r_[0:cells, cells + 2:2 * cells + 1]
    for _ in range(60):
        grad_f = stiff_f @ f + 2 * w * (f * p**2 - r**2 * f * (1 - f**2)) + inner * f
        grad_p = stiff_p @ p + 2 * w * f**2 * p
        h_ff = stiff_f + sparse.diags(2 * w * (p**2 - r**2 + 3 * r**2 * f**2) + inner)
        h_fp = sparse.diags(4 * w * f * p)
        h_pp = stiff_p + sparse.diags(2 * w * f**2)
        hess = sparse.bmat([[h_ff, h_fp], [h_fp, h_pp]]).tocsr()
        hess = hess[free][:, free].tocsc()
        step = np.zeros(2 * cells + 2)
        step[free] = spsolve(hess, -np.r_[grad_f, grad_p][free])
        size = np.max(np.abs(step))
        step *= min(1.0, 0.3 / max(size, 1e-300))
        f = f + step[:cells + 1]
        p = p + step[cells + 1:]
        if size < 1e-9:
            break
    else:
        raise RuntimeError("energy minimisation did not converge")
    field = kappa**2 * np.sum(np.diff(p)**2 / (h * r_mid**2))
    total = (np.sum(np.diff(f)**2) / h + f[0]**2 + R_IN**2 / 4 + field
             + np.sum(w * (f**2 * p**2 + 0.5 * r**2 * (1 - f**2)**2)))
    return np.array([total, field])


def vortex_energy(kappa):
    """Remove the quadratic grid error with two grids."""
    return (4 * minimise_energy(kappa, 3000) - minimise_energy(kappa, 1500)) / 3


def pair_energy(d):
    """London interaction from the cross terms; d and r in units of lambda."""
    x, wx = np.polynomial.legendre.leggauss(140)
    u, wu = (x + 1) / 2, wx / 2
    total = 0.0
    for start in (0.0, np.pi / 2):
        for angle, weight in zip(start + u * np.pi / 2, wu * np.pi / 2):
            c = np.cos(angle)
            limit = min(d / (2 * c), 30.0) if c > 0 else 30.0
            r = limit * u**2
            s = np.sqrt(r**2 + d**2 - 2 * r * d * c)
            cross = k0(r) * k0(s) + k1(r) * k1(s) * (r - d * c) / s
            total += weight * np.sum(wu * 2 * limit * u * r * cross)
    return 4 * total / np.pi            # two half planes, two signs of angle


# Core constant and its three parts, with the known tails removed.
profile = solve_core()
parts = core_parts(profile, R_OUT)
condensation = parts[0] + 1 / (4 * R_OUT**2) + 1 / (2 * R_OUT**4)
bending = parts[1] + 1 / (4 * R_OUT**4)
current = parts[2] - np.log(R_OUT) - 1 / (2 * R_OUT**2) - 1 / (2 * R_OUT**4)
c_core = parts.sum() - np.log(R_OUT) - 1 / (4 * R_OUT**2) + 1 / (4 * R_OUT**4)
c_london = np.log(2) - np.euler_gamma
C = c_london + c_core
assert abs(condensation - 0.5) < 1e-5
assert abs(condensation + bending + current - c_core) < 1e-6
tail = (core_parts(profile, 20.0).sum() - np.log(20.0) - c_core) * 20.0**2
assert abs(tail - 0.25) < 0.003

print("CORE AND LONDON PARTS (units of eps0)")
print(f"condensation part of core constant = {condensation:.5f}")
print(f"bending part of core constant = {bending:.5f}")
print(f"current part of core constant = {current:.5f}")
print(f"core constant c_core = {c_core:.5f}")
print(f"London constant ln2 - gamma = {c_london:.5f}")
print(f"full additive constant C = {C:.5f}")
print(f"core tail coefficient of 1/R^2, from R = 20 xi: {tail:.4f}")

# Outer energy and field energy by quadrature.
x_cut = 0.01
outer = quad(lambda x: x * (k0(x)**2 + k1(x)**2), x_cut, 1)[0] \
    + quad(lambda x: x * (k0(x)**2 + k1(x)**2), 1, 40)[0]
assert abs(outer - x_cut * k0(x_cut) * k1(x_cut)) < 1e-7
london_field = quad(lambda x: x * k0(x)**2, 0, 1)[0] \
    + quad(lambda x: x * k0(x)**2, 1, 40)[0]
assert abs(london_field - 0.5) < 1e-7
print(f"London field energy = {london_field:.5f} eps0")

# The matching radius must drop out.
kappa_match = 1e4
print("MATCHING at kappa = 10000: inner + outer - ln(kappa)")
for radius in (10.0, 20.0, 50.0):
    x = radius / kappa_match
    joined = core_parts(profile, radius).sum() + x * k0(x) * k1(x) - np.log(kappa_match)
    assert abs(joined - C) < 3e-3
    print(f"R = {radius:.0f} xi: {joined:.5f}")

# Pair repulsion.
pair = pair_energy(2.0)
assert abs(pair - 2 * k0(2.0)) < 1e-5
print(f"pair energy at distance 2 lambda = {pair:.5f} eps0")

# Complete two-field solutions.
special = vortex_energy(1 / np.sqrt(2))[0]
assert abs(special - 1) < 1e-5
print("COMPLETE GL SOLUTION (units of eps0)")
print(f"line energy at kappa = 1/sqrt(2): {special:.6f}")
kappas = np.array([5.0, 10.0, 20.0, 40.0, 80.0, 160.0, 320.0])
energies = np.array([vortex_energy(k)[0] for k in kappas])
excess = energies - np.log(kappas) - C
for k, e, x in zip(kappas, energies, excess):
    print(f"kappa = {k:.0f}: energy = {e:.5f}, minus (ln kappa + C) = {x:.6f}")
assert np.all(excess > 0) and np.all(np.diff(excess) < 0)
assert excess[-1] < 3e-4
scaled = kappas**2 * excess
log_square = (scaled[-1] - 2 * scaled[-2] + scaled[-3]) / (2 * np.log(2)**2)
assert abs(log_square - 0.5) < 0.05
print(f"coefficient of (ln kappa)^2/kappa^2 in remainder = {log_square:.3f}")
dlog = 0.02
slope = (vortex_energy(10 * np.exp(dlog))[0]
         - vortex_energy(10 * np.exp(-dlog))[0]) / (2 * dlog)
twice_field = 2 * vortex_energy(10.0)[1]
assert abs(slope - twice_field) < 1e-4
print(f"kappa = 10: slope d(energy)/d(ln kappa) = {slope:.5f}")
print(f"kappa = 10: twice the field energy = {twice_field:.5f}")

# Worked example: rough parameters in the regime of Nb3Sn near Tc.
phi0 = const.h / (2 * const.e)
t_c, t_red, lam, xi = 18.0, 0.9, 250e-9, 10e-9
kappa = lam / xi
unit_field = phi0 / (4 * np.pi * lam**2)
eps0 = phi0**2 / (4 * np.pi * const.mu_0 * lam**2)
bracket = np.log(kappa) + C
b_c1 = unit_field * bracket
full = vortex_energy(kappa)[0]
b_c = phi0 / (2 * np.sqrt(2) * np.pi * lam * xi)
b_c2 = phi0 / (2 * np.pi * xi**2)
assert abs(full / bracket - 1) < 0.01
print("EXAMPLE: rough Nb3Sn-like parameters")
print(f"Tc = {t_c:.0f} K, T = {t_red * t_c:.1f} K")
print(f"lambda = {lam * 1e9:.0f} nm, xi = {xi * 1e9:.0f} nm, kappa = {kappa:.0f}")
print(f"flux quantum = {phi0:.5e} Wb")
print(f"ln(kappa) = {np.log(kappa):.4f}, ln(kappa) + C = {bracket:.4f}")
print(f"Phi0/(4 pi lambda^2) = {unit_field * 1e3:.4f} mT")
print(f"eps0 = {eps0:.3e} J/m, line energy = {eps0 * bracket:.3e} J/m")
print(f"B_c1, logarithm alone = {unit_field * np.log(kappa) * 1e3:.3f} mT")
print(f"B_c1, London cut at xi = {unit_field * (np.log(kappa) + c_london) * 1e3:.3f} mT")
print(f"B_c1, with full constant C = {b_c1 * 1e3:.3f} mT")
print(f"B_c1, complete GL solution = {unit_field * full * 1e3:.3f} mT")
print(f"share of C in B_c1 = {100 * C / bracket:.1f} %")
print(f"thermodynamic field B_c = {b_c * 1e3:.1f} mT, B_c2 = {b_c2:.2f} T")

# Sizes of neglected effects.
n_half = np.arange(20000) + 0.5


def gap_equation(d):
    """Weak-coupling gap equation; d = gap / (2 pi k T)."""
    return np.sum(1 / n_half - 1 / np.sqrt(n_half**2 + d**2)) + np.log(t_red)


gap = 2 * np.pi * t_red * brentq(gap_equation, 1e-6, 5.0)     # units of k Tc
stiffness = gap * np.tanh(gap / (2 * t_red))
linear_law = 4 * np.pi**2 / (7 * zeta(3)) * (1 - t_red)
departure = stiffness / linear_law - 1
thermal = const.k * t_red * t_c / (eps0 * xi)
barrier = phi0 / (4 * np.pi * lam * xi)
print("NEGLECTED EFFECTS")
print(f"finite kappa: change of B_c1 = {100 * (full / bracket - 1):.2f} %")
print(f"1/lambda^2 against linear near-Tc law = {100 * departure:.1f} %")
print(f"same relative error in c_core alone = {100 * abs(departure) * c_core / bracket:.2f} % of B_c1")
print(f"thermal energy / (line energy of length xi) = {100 * thermal / bracket:.2f} %")
print(f"sphere: applied field at which surface reaches B_c1 = {b_c1 * 2 / 3 * 1e3:.2f} mT")
print(f"surface barrier vanishes near = {barrier * 1e3:.1f} mT = {barrier / b_c1:.1f} B_c1")

print("every check passed")
```

It prints:

```
CORE AND LONDON PARTS (units of eps0)
condensation part of core constant = 0.50000
bending part of core constant = 0.27909
current part of core constant = -0.39821
core constant c_core = 0.38088
London constant ln2 - gamma = 0.11593
full additive constant C = 0.49681
core tail coefficient of 1/R^2, from R = 20 xi: 0.2494
London field energy = 0.50000 eps0
MATCHING at kappa = 10000: inner + outer - ln(kappa)
R = 10 xi: 0.49926
R = 20 xi: 0.49736
R = 50 xi: 0.49655
pair energy at distance 2 lambda = 0.22779 eps0
COMPLETE GL SOLUTION (units of eps0)
line energy at kappa = 1/sqrt(2): 1.000000
kappa = 5: energy = 2.24086, minus (ln kappa + C) = 0.134604
kappa = 10: energy = 2.85480, minus (ln kappa + C) = 0.055399
kappa = 20: energy = 3.51331, minus (ln kappa + C) = 0.020766
kappa = 40: energy = 4.19295, minus (ln kappa + C) = 0.007259
kappa = 80: energy = 4.88125, minus (ln kappa + C) = 0.002411
kappa = 160: energy = 5.57276, minus (ln kappa + C) = 0.000771
kappa = 320: energy = 6.26537, minus (ln kappa + C) = 0.000240
coefficient of (ln kappa)^2/kappa^2 in remainder = 0.504
kappa = 10: slope d(energy)/d(ln kappa) = 0.92497
kappa = 10: twice the field energy = 0.92497
EXAMPLE: rough Nb3Sn-like parameters
Tc = 18 K, T = 16.2 K
lambda = 250 nm, xi = 10 nm, kappa = 25
flux quantum = 2.06783e-15 Wb
ln(kappa) = 3.2189, ln(kappa) + C = 3.7157
Phi0/(4 pi lambda^2) = 2.6328 mT
eps0 = 4.332e-12 J/m, line energy = 1.610e-11 J/m
B_c1, logarithm alone = 8.475 mT
B_c1, London cut at xi = 8.780 mT
B_c1, with full constant C = 9.783 mT
B_c1, complete GL solution = 9.822 mT
share of C in B_c1 = 13.4 %
thermodynamic field B_c = 93.1 mT, B_c2 = 3.29 T
NEGLECTED EFFECTS
finite kappa: change of B_c1 = 0.40 %
1/lambda^2 against linear near-Tc law = -6.1 %
same relative error in c_core alone = 0.63 % of B_c1
thermal energy / (line energy of length xi) = 0.14 %
sphere: applied field at which surface reaches B_c1 = 6.52 mT
surface barrier vanishes near = 65.8 mT = 6.7 B_c1
every check passed
```
